# Why silicon regrows faster on 001 than on 111 interfaces

## The slow facet

Implantation can leave an amorphous silicon layer on an undamaged crystal. On annealing, the interface moves through the amorphous layer and turns it into crystal without melting. A 001 interface moves roughly twenty times faster than a flat 111 interface. A part of the amorphous layer that only a flat 111 interface can reach therefore crystallizes late. A part that a faster front also reaches may be swept up by that front first. The shape of the boundary matters too, because a faster front can start in a groove where two 111 walls meet.

Both interfaces separate the same two materials, so the energy gained per atom is the same. In the explanation examined here, what differs is how many atoms must be placed before an addition to the crystal becomes permanent. A lattice model turns this difference into growth speeds.

## The model

Amorphous silicon is represented by unoccupied sites of the diamond lattice, and crystallization by their occupation. Three rules apply.

- A site with at least one crystalline neighbour joins the crystal at rate $k$.
- A joined atom with one crystalline bond returns to the amorphous phase at rate $w=k/\varepsilon$, with $\varepsilon\ll1$.
- An atom with two or more crystalline bonds stays.

The second rule expresses the assumption that one bond does not fix an atom's position against its disordered surroundings. The interface starts flat, and the 111 surface is cut so that each surface atom has one free bond. Lengths are in the cubic lattice constant $a$ and times in $1/k$, so speeds are in $ak$. Strain, impurities, twins and the real amorphous network are left out.

An added cluster is permanent when each of its atoms has at least two bonds to the crystal or to the cluster. Enumeration on the lattice gives these smallest clusters:

| Interface | Atoms $n$ | Clusters per surface site |
|---|---:|---:|
| 001 | 1 | 1 |
| 110 | 2 | 1 |
| 111 | 3 | 3 |

Each cluster closes a six-membered ring. The crystal already supplies five, four or three of its atoms, and the amorphous side must supply the rest.

## The price of cooperation

Consider a bridge of $n$ sites whose two ends touch the crystal. Before it closes, it can grow inward from either end. Each attachment has rate $k$, and the reverse move, removal of the outermost atom, has rate $w$. If closure is rare, these moves balance, and each added atom multiplies the probability of a state by $k/w=\varepsilon$. A state with $m$ added atoms thus has weight $\varepsilon^m$ relative to the empty bridge.

Just before closure one site is missing. It can be any of the $n$ sites, the other $n-1$ atoms have weight $\varepsilon^{n-1}$, and the last atom arrives at rate $k$. To leading order in $\varepsilon$,

$$R_n=n\,k\,\varepsilon^{n-1}.$$

Solving the bridge's full rate equations at $\varepsilon=0.001$ gives 0.997 times this value for $n=2$, 3 and 4. Multiplying $R_n$ by the number of clusters per site gives the starting rates

$$J_{110}=2k\varepsilon,\qquad J_{111}=3\times3k\varepsilon^2=9k\varepsilon^2 .$$

At $\varepsilon=0.015$, simulation of the flat 111 lattice gives $0.00199\,k$, against $0.00202\,k$ from the formula. For 110 it gives $0.0257\,k$, against $0.0300\,k$. Each simulated rate comes from 300 runs and has a sampling error of about 6%, so the small difference for 111 is not significant. A start-up delay explains part of the 14% shortfall for 110. The simulated interface had 200 sites, so the formula predicts a first closure after $1/(200\times0.0300)=0.17$, while the population of singly bonded atoms needs about $1/w=0.015$ to build up. This lengthens the wait by about 9%. The remainder is about the size of the finite-$\varepsilon$ correction: the 0.3% reduction found at $\varepsilon=0.001$ scales to about 4.5% at $\varepsilon=0.015$ if it is linear in $\varepsilon$.

These are rates for starting a new layer, not growth speeds. The speed also depends on how the layer spreads.

## 001: single atoms suffice

A site above a flat 001 surface has two lower neighbours. In the limit $\varepsilon\to0$ it joins permanently once both are crystalline. An upper neighbour cannot replace a missing lower one, because that upper atom would itself need this site for its second bond. The joining time is therefore

$$T=\max(T_1,T_2)+\xi,$$

where $T_1$ and $T_2$ are the joining times of the lower neighbours and $\xi$ is an exponential waiting time with mean $1/k$. This relation contains no $\varepsilon$, so the speed tends to a constant. Layers are $a/4$ apart, and if $\tau$ is the mean time per layer,

$$v_{001}\to\frac{a}{4\tau}.$$

An upper bound on $\tau$ follows from unrolling the relation. After $N$ layers, $T$ is the largest of $2^N$ path sums, each containing $N$ waiting times. For $x>1$ and $0<\theta<1$, the exponential Markov inequality gives

$$P(\text{sum}\ge Nx/k)\le e^{-\theta Nx}(1-\theta)^{-N}.$$

The right side is smallest at $\theta=1-1/x$, where it equals $e^{-N(x-1-\ln x)}$. Multiplied by the $2^N$ paths, it vanishes at large $N$ if $x-1-\ln x>\ln2$. Hence $k\tau\le2.678$, the root of the corresponding equality. Direct iteration on a 16 by 16 patch, averaged over layers 12 to 48, gives $k\tau=2.217$ and $v_{001}=0.25/2.217=0.113\,ak$. The full simulation at $\varepsilon=0.0025$, over the same depth, gives $0.112\,ak$. Both are finite-depth averages. A 128 by 128 patch averaged over layers 300 to 600 gives $k\tau=2.27$ and $v_{001}=0.110\,ak$, a shift of about 3%.

## 110: pairs start rows

On 110, each new atom has one bond down and two along a zigzag row. Once a pair is locked, the next site at either end has one bond down and one to the row, so the row spreads by single atoms at $u=k$ sites per unit time.

A given site is covered at time $t$ by starts made at time $s$ within a distance $u(t-s)$ on either side. The expected number of such starts is

$$\int_0^t J_{110}\,2u(t-s)\,ds=J_{110}\,u\,t^2 .$$

Setting this to one gives $t=1/(k\sqrt{2\varepsilon})$. With a layer spacing of $a/(2\sqrt2)$, the order estimate is

$$v_{110}\approx\frac{a}{2\sqrt2}\,k\sqrt{2\varepsilon}=\frac{ak\sqrt\varepsilon}{2}.$$

At $\varepsilon=0.0025$ this is $0.025\,ak$, and the simulation gives $0.021\,ak$. The estimate treats each row as if its support were complete, whereas a row actually rests on two rows of the layer below. The effect of this simplification was not separated from the sampling and cell-size errors of the single run.

## 111: triples, then pairs, then single atoms

A new 111 bilayer has lower sites, each bonded to one surface atom, and upper sites, each bonded to three lower sites. The smallest permanent cluster is lower–upper–lower. The third lower site under the same upper atom then has two bonds and fills singly. The result is a triangle with $m=2$ lower atoms along each side.

A triangle of side $m$ contains $m(m+1)/2$ lower and $m(m-1)/2$ upper atoms, or $m^2$ in total. No single atom can extend it permanently. Each of the $m$ lower atoms along an edge touches one outside upper site, which can pair with either of two outside lower sites. That makes $2m$ locking pairs per edge and $6m$ in all. The lattice calculation finds 12, 18, 24 and 30 pairs around islands of 4, 9, 16 and 25 atoms.

After one pair has locked, single atoms complete the row and $m$ becomes $m+1$. While row filling is fast compared with pair formation, this happens at rate $6m\times2k\varepsilon=\lambda m$, with $\lambda=12k\varepsilon$. Each such event raises $m(m+1)$ by $2(m+1)$, so

$$\frac{d}{dt}\langle m(m+1)\rangle=2\lambda\langle m(m+1)\rangle .$$

The initial value is $2\times3=6$, and an island of age $s$ therefore covers on average $\tfrac12\times6e^{2\lambda s}=3e^{24k\varepsilon s}$ lower sites. Setting the summed island area to one layer gives

$$1=\int_0^{t_*}9k\varepsilon^2\,3e^{24k\varepsilon s}\,ds=\frac{9\varepsilon}{8}\left(e^{24k\varepsilon t_*}-1\right),$$

$$t_*=\frac{\ln[1+8/(9\varepsilon)]}{24k\varepsilon},\qquad v_{111}\approx\frac{a}{\sqrt3\,t_*},$$

where $a/\sqrt3$ is the bilayer spacing. The speed thus falls roughly as $\varepsilon$, much less steeply than the starting rate, which falls as $\varepsilon^2$.

For $\varepsilon=0.0025$,

$$kt_*=\frac{\ln(356.6)}{0.06}=97.9,\qquad v_{111}\approx\frac{0.577}{97.9}\,ak=0.0059\,ak .$$

The simulated speed is $0.0051\,ak$, or 0.86 of the estimate. This closeness should not be overread. A row takes a time of order $m/k$ to fill, while an edge waits $1/(4k\varepsilon m)$ for a pair. The two become comparable near $m\sim1/(2\sqrt\varepsilon)=10$, and the estimate continues beyond that size. It also ignores the overlap and merging of islands, whose net effect was not calculated.

For larger islands, pair starts and row spreading together give an edge speed of order $k\sqrt\varepsilon$ sites per unit time, as on 110. The covered fraction then grows as $k\varepsilon^2(k\sqrt\varepsilon)^2t^3$, which again gives $t\sim1/(k\varepsilon)$. The near-linear law therefore does not depend on fast row filling.

## How large the effect is

| $\varepsilon$ | $v_{001}/(ak)$ | $v_{110}/(ak)$ | $v_{111}/(ak)$ | $v_{001}/v_{111}$ |
|---:|---:|---:|---:|---:|
| 0.04 | 0.147 | 0.092 | 0.077 | 1.9 |
| 0.01 | 0.122 | 0.047 | 0.020 | 6.2 |
| 0.0025 | 0.112 | 0.021 | 0.005 | 22 |

Between the two smaller values of $\varepsilon$, the local exponents $d\ln v/d\ln\varepsilon$ are 0.06, 0.58 and 0.98 for 001, 110 and 111. The 110 value is close to the estimated 1/2. The 111 value shows no logarithmic correction, although the formula for $t_*$ would give about 1.2 over this interval. Each speed comes from one run, and the 111 cell had 576 surface sites, fewer than the mean of about 1070 sites that the estimate gives for an island of age $t_*$ at $\varepsilon=0.0025$. Single runs in a 111 cell of 1296 sites give $0.021$ and $0.0050\,ak$ and an exponent of 1.03, but the speed there rises by 15 to 19% from the first half of the depth range to the second. The tabulated 111 speeds are therefore averages over the first few layers, and the exponents support the ordering and approximate powers, not fine corrections.

The causal claim can be tested by setting $w=0$, so that one bond suffices, while $k$ and the lattice stay fixed. The speeds become 0.88, 0.90 and $0.87\,ak$ for 001, 110 and 111, and $v_{001}/v_{111}$ falls to 1.02. In this model the large anisotropy comes from the two-bond requirement acting on the different surface geometries; geometry alone does not produce it.

## Real silicon and process choices

The value $\varepsilon=0.0025$ is a round model parameter, not a measured property of silicon. It gives a 001-to-111 ratio close to the rough measured one. It also gives a 001-to-110 ratio of about 5, whereas the measured ratio is roughly two to three, so one $\varepsilon$ does not reproduce both. Real 111 interfaces also break the assumption of a flat, twin-free surface. Twins and steps can offer easier attachment sites, and the size of the twin effect is outside this model.

The effect of steps can be bounded. One type of straight 111 step advances by single atoms, because its next upper site already touches two lower atoms. Each new row needs an upper and then a lower atom, so it takes at least $2/k$ on average at leading order. Rows are $0.61a$ apart, which limits the step speed to $0.31\,ak$. A tilt of $1^\circ$ towards such steps can therefore add at most $0.31\tan1^\circ\,ak=0.005\,ak$. This limit is about as large as the flat-surface speed at $\varepsilon=0.0025$, but the actual gain is smaller. Each upper atom must wait for both of its lower neighbours, which slows the step, and moving steps cover ground on which new islands would otherwise have started. With single-atom attachment alone the step moves at about $0.19\,ak$, and in single runs at $\varepsilon=0.0025$ a surface tilted by $1^\circ$ grew at $0.0052\,ak$ against $0.0050\,ak$ for the flat one, a difference within the noise.

In the model, temperature changes the anisotropy only through $\varepsilon$. Let $k\propto e^{-E/k_BT}$ and $\varepsilon\propto e^{-\Delta/k_BT}$, where $k_B$ is Boltzmann's constant. Differentiating $\ln v$ with respect to $-1/(k_BT)$ gives

$$E_{\rm app}=E+\Delta\,\frac{d\ln v}{d\ln\varepsilon}.$$

If $\varepsilon$ is purely entropic, $\Delta=0$ and a hotter anneal speeds up all orientations by the same factor. If instead $\varepsilon=0.0025$ were purely energetic, $\Delta=k_BT\ln400\approx0.4$ eV near 800 K, and the 111 activation energy would exceed the 001 value by nearly that much. Silicon's measured activation energies are reported to be similar for the three orientations (about 2.7 eV is the value best established for 001, and early comparisons gave a somewhat lower common value), which in this model points to a smaller $\Delta$. With $\Delta\approx0$, the value $\varepsilon=0.0025$ requires an entropy cost of $k_B\ln400\approx6k_B$ per singly bonded atom, which the model assumes and does not explain.

For clean material in which no new crystals nucleate inside the amorphous region, three choices follow:

- Where part of the layer can be reached only by a flat 111 facet, set the anneal time by that facet's path, not by the 001 rate.
- Do not assume that every 111 boundary delays the anneal. In the model, one or two atoms at the bottom of a groove between two 111 walls can make a permanent addition, so a faster front can start there and fill the groove first.
- Do not rely on a higher temperature to remove the anisotropy. It shortens the whole anneal, but if $\Delta$ is small, as the similar activation energies suggest, a flat 111 facet remains much slower than a 001 interface.

The values from the main runs are in the numerical output below.

## Computed results

```
smallest permanent addition on a flat interface
001: atoms 1, clusters per site 1, ring size 6
110: atoms 2, clusters per site 1, ring size 6
111: atoms 3, clusters per site 3, ring size 6
bridge closure rate / (n k eps^(n-1)), eps = 0.001
n = 1: 1.0000
n = 2: 0.9970
n = 3: 0.9972
n = 4: 0.9973
starting rate per surface site (k), eps = 0.015
110: simulated 0.02573, formula 0.03000
111: simulated 0.00199, formula 0.00202
111 island sizes (atoms): 4 9 16 25
locking pairs around them: 12 18 24 30
growth speeds (a k)
eps 0.04: 001 0.1469, 110 0.0923, 111 0.0769
eps 0.01: 001 0.1217, 110 0.0470, 111 0.0198
eps 0.0025: 001 0.1124, 110 0.0211, 111 0.0051
eps 0.04: v001/v110 1.59, v001/v111 1.91
eps 0.01: v001/v110 2.59, v001/v111 6.15
eps 0.0025: v001/v110 5.34, v001/v111 22.23
d ln v / d ln eps between 0.01 and 0.0025
001: 0.06
110: 0.58
111: 0.98
001 time per layer: 2.217 /k, upper bound 2.678 /k
001 speed from that time: 0.1128 a k
111 estimate at eps 0.0025: layer time 97.9 /k
111 estimated speed: 0.0059 a k
111 simulated / estimated: 0.86
control speeds with w = 0 (a k)
001 0.8825, 110 0.8953, 111 0.8655
control v001/v111: 1.02
```
